# Why boron diffuses slowly and donors quickly in germanium

Someone who knows only that vacancies are cheap in germanium will expect every substitutional dopant to be mobile. That expectation works for donors and fails badly for boron: in the example below it misses a factor of about $10^7$ in diffusivity. It also suggests the wrong remedies, since a treatment that removes vacancies restrains a donor but does not restrain boron.

The quantity that decides is the total activation energy of each route,

$$Q=(E_f-E_b)+E_m^{\rm pair},$$

where $E_f$ is the formation energy of the native defect, $E_b$ its binding to the dopant, and $E_m^{\rm pair}$ the energy the pair needs in order to carry the dopant forward. In the model below, donors have a vacancy route with low $Q$. Boron, which is given a high saddle for exchange with a vacancy, has none, and its interstitial route must pay for a costly self-interstitial.

## Conventions

The diffusivity $D$ is the tracer value at uniform doping, so no electric field or concentration gradient drives the dopant. Defects are in equilibrium unless stated otherwise, pairs are rare compared with isolated dopants, and charge exchange is fast compared with atomic jumps. All jumps share one attempt frequency $\nu$, and entropies are omitted. The bond length is $d$, and $kT$ is the thermal energy.

Saddle energies $S$ are measured from the state in which dopant and vacancy are far apart. A vacancy on a first-neighbour site has interaction energy $\varepsilon_1=-E_b$, negative for attraction.

## The vacancy route

**Why one exchange is not enough.** When dopant and vacancy exchange places, the vacancy ends up directly behind the dopant. A second exchange takes the dopant back. Lasting motion requires the vacancy to reach another side of the dopant, or to leave and be replaced by another one.

The probability that a given first-neighbour site is vacant, and the exchange rate from there, are

$$p_1=e^{-(E_f+\varepsilon_1)/kT},\qquad w_2=\nu e^{-(S_{\rm ex}-\varepsilon_1)/kT}.$$

In the product the interaction energy cancels:

$$p_1w_2=\nu e^{-(E_f+S_{\rm ex})/kT}.$$

A deeper well makes pairs more numerous and slower by the same factor. Binding therefore helps only if the saddles are lowered too.

**The correlation factor.** The dopant has four neighbours and jumps at a total rate $4p_1w_2$, so

$$D_V=\tfrac16\,d^2\,(4p_1w_2)\,f .$$

The factor $f$ accounts for the memory between jumps. After a jump along the unit vector $\hat u_1$, the surroundings have threefold symmetry about that axis, so the mean next jump direction is $t\hat u_1$. The two sublattices are related by inversion, so the same $t$ applies after every jump, and the mean cosine between jumps $m$ steps apart is $t^m$. Summing the correlations gives

$$f=1+2\sum_{m=1}^{\infty}t^m=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.$$

To find $t$, let $\phi_i$ be the mean component along $\hat u_1$ of the next dopant jump when the vacancy is at site $i$. Far away $\phi_i\to0$, because a lost vacancy is replaced by one without memory. If $w_{ij}$ is the vacancy hop rate, averaging over the next event gives

$$\sum_jw_{ij}(\phi_j-\phi_i)=0$$

away from the first shell. At a first neighbour $k$, in direction $\hat u_k$ from the dopant, exchange is also possible and moves the dopant along $\hat u_k$:

$$\sum_jw_{kj}(\phi_j-\phi_k)+w_2(c_k-\phi_k)=0,\qquad c_k=\hat u_k\cdot\hat u_1 .$$

The four numbers $c_k$ form a vector pattern under the tetrahedral symmetry of the site. Values on four neighbours contain just one such pattern, so the solution there must be $\phi_k=s\,c_k$. For the same reason the outflow is proportional to $\phi_k$:

$$\sum_jw_{kj}(\phi_k-\phi_j)=G\phi_k .$$

This defines $G$, the effective rate at which the vacancy loses its memory of the side it was on. Inserting it gives

$$-Gs+w_2(1-s)=0\quad\Rightarrow\quad s=\frac{w_2}{w_2+G}.$$

Just after the jump the vacancy is behind the dopant, where $c_k=-1$. Hence $t=-s$ and

$$f=\frac{1-s}{1+s}=\frac{G}{2w_2+G}.$$

**The diffusivity.** Define the dimensionless weights $k_2=p_1w_2/\nu$ and $K=p_1G/\nu$. Substituting $f$ and multiplying numerator and denominator by $p_1/\nu$ gives

$$D_V=\frac{2d^2}{3}\,p_1w_2\,\frac{G}{2w_2+G}
=\frac{2d^2\nu}{3}\,\frac{k_2K}{2k_2+K}
=\frac{2d^2\nu}{3}\left(\frac1{k_2}+\frac2K\right)^{-1}.$$

Exchange and going round act like two resistors in series. If exchange is slow, $f\to1$ and exchange sets the pace. If exchange is fast, the dopant rattles to and fro, and going round sets the pace.

Well depths drop out of $K$ as well. Multiplying the equation for $\phi_i$ by the vacancy probability $p_i$ turns each rate into

$$p_iw_{ij}=\nu e^{-(E_f+S_{ij})/kT},$$

which contains the saddle but not the energy of site $i$. With several vacancy charge states, these weights are summed over the states, both for $k_2$ and for each bond of the network.

This result was tested against the slowest mode of the complete rate equations for dopant and vacancy in a periodic cell. The two agreed to about 0.001%, also after the pair well was deepened by 0.15 eV at fixed saddles.

**Why the third neighbour matters.** In the diamond lattice the shortest way round is a six-membered ring: first, second, third, second, first neighbour. Without the third shell, the first two shells fall into four disconnected pieces; adding it joins them. Unless a longer way round is easier, the highest saddle in the series therefore gives the estimate

$$Q_V\approx E_f+\max(S_{\rm ex},S_{12},S_{23}),$$

where $S_{12}$ and $S_{23}$ are the saddles between successive shells. Longer ways round exist because a second neighbour also bonds to a fifth neighbour. If $S_{23}$ is the highest of the three and such a detour avoids it at lower cost, the highest saddle on the detour takes the place of $S_{23}$. In the cases computed here, where no detour is needed, the estimate for $Q_V$ agrees with the Arrhenius slope to within $kT$. The pair migration energy is this highest saddle measured from the bound state, so $E_m^{\rm pair}=\max(S)+E_b$, which restores the formula for $Q$ in the opening.

## The interstitial route

A substitutional dopant can be displaced into an interstitial site by a self-interstitial, which takes over the lattice site. The energy cost, counted from the isolated dopant, is $E_f^I-E_b$. There are as many tetrahedral interstitial sites as lattice sites, so the ratio of interstitial to substitutional dopants is

$$x=e^{-(E_f^I-E_b)/kT}\ll1 .$$

From a tetrahedral site the dopant can hop to four similar sites, at rate $w$ each, or enter four lattice sites, at rate $k$ each. A substitutional dopant is kicked out in each of four directions at rate $g$. Detailed balance requires $g=xk$. Every displacement has length $d$, and the four directions of each kind sum to zero. Successive displacements are then uncorrelated, and

$$D_I=\frac{d^2}{6}\left[x(4w+4k)+4g\right]=\frac{d^2}{6}\,x(4w+8k)=\frac{2d^2}{3}\,x(w+2k).$$

With $w=\nu e^{-E_{\rm hop}/kT}$ and $k=\nu e^{-E_{\rm kick}/kT}$,

$$D_I=\frac{2d^2\nu}{3}\,e^{-(E_f^I-E_b)/kT}\left(e^{-E_{\rm hop}/kT}+2e^{-E_{\rm kick}/kT}\right).$$

Here the two processes act in parallel, so the easier one dominates. The formula ignores the chance that a self-interstitial released by a kick-in promptly kicks the same dopant out again. In this picture that alters the second term, which is 4% of the first in the example.

## How large the contrast is

The example is a model diamond-type crystal at 900 K with round parameters. They are not fitted or measured values for germanium. They express its relevant ordering: vacancies cost less than self-interstitials.

- Vacancy formation costs 2.6 eV for $V^0$ and 2.4 eV for $V^{2-}$ at the intrinsic Fermi level; an isolated vacancy migrates over 0.6 eV.
- Self-interstitial formation costs 3.5 eV. It binds to boron by 0.5 eV and to the donor by zero. Interstitial dopants hop over 1.0 eV and kick in over 1.3 eV.
- The exchange saddle is a chemical part, 1.0 eV for the donor and 1.9 eV for boron, plus $\varepsilon_1$.

The high boron value is an input. Boron's small size and short, strong bonds make it plausible, but it is not derived here.

**Donor.** The interaction of $D^+$ with $V^{2-}$ is a Coulomb energy screened by a permittivity of 16. At $d=2.5$ Å it is $-0.720$ eV. It falls as $1/r$, and the second and third neighbours lie at $\sqrt{8/3}\,d$ and $\sqrt{11/3}\,d$, so their energies are $-0.441$ and $-0.376$ eV. Taking each hop saddle as 0.6 eV plus the mean interaction of its end sites,

$$S_{\rm ex}=1.0-0.720=0.280\ {\rm eV},$$
$$S_{12}=0.6-\tfrac12(0.720+0.441)=0.020\ {\rm eV},$$
$$S_{23}=0.6-\tfrac12(0.441+0.376)=0.192\ {\rm eV}.$$

Exchange is highest. Pair formation costs $2.4-0.72=1.68$ eV and pair migration $0.28+0.72=1.00$ eV, giving $Q=2.68$ eV. The computed slope is 2.665 eV, slightly lower because going round carries part of the series resistance. The exchange share is $(1/k_2)/(1/k_2+2/K)=f=0.853$, and the weighted mean $2.4+0.853(0.280)+0.147(0.192)=2.667$ eV, in which the highest saddle stands for the whole way round, accounts for most of the shift.

Since $k_2K/(2k_2+K)=k_2f$, the diffusivity is

$$D_V=(4.167\times10^{-3})\,e^{-2.68/0.07756}\,(0.853)\approx3.5\times10^{-18}\ {\rm cm^2/s}.$$

The donor's interstitial route has $Q=3.5+1.0=4.5$ eV and contributes about $3\times10^{-28}$ cm²/s, which is negligible.

**Boron.** The acceptor $B^-$ is repelled by $V^{2-}$, which makes that route cost $2.4+1.9+0.72=5.02$ eV. The neutral vacancy is better, at $2.6+1.9=4.5$ eV. The interstitial route costs $(3.5-0.5)+1.0=4.0$ eV and wins:

$$D_I=(4.167\times10^{-3})\,e^{-4.0/0.07756}\,(1.04)\approx1.7\times10^{-25}\ {\rm cm^2/s},$$

against $2.6\times10^{-28}$ cm²/s by vacancies.

The donor is thus faster by $2.0\times10^7$. Activation energies measured in germanium are roughly 2.5 to 3 eV for donors and roughly 4.5 eV for boron, so the model has the right ordering. Its absolute diffusivities should not be used as predictions, because omitted entropies can change prefactors by orders of magnitude. To cancel the contrast at 900 K, the activation entropy of boron would have to exceed that of the donor by $16.8\,k_B$.

## Which causes matter

Changing one cause at a time separates their roles.

**Range of attraction.** Keep the donor's 0.72 eV binding at the first neighbour but remove the attraction beyond it. Then $S_{23}$ returns to 0.6 eV, the slope rises to 2.98 eV, and diffusion through $V^{2-}$ slows by a factor of 18. The pair is just as strongly bound, but the vacancy can no longer get round cheaply.

**Boron's exchange saddle.** Give boron the donor's chemical saddle of 1.0 eV. Its vacancy diffusivity becomes $2.9\times10^{-23}$ cm²/s, 166 times its interstitial value, so boron would become a vacancy diffuser. It would still be about $10^5$ times slower than the donor, because the negative vacancy repels it, while the neutral one offers no attraction and costs 0.2 eV more to form.

**Interstitial cost.** Lower the self-interstitial formation energy by 1 eV. Boron then speeds up by $4\times10^5$, to $6.9\times10^{-20}$ cm²/s.

In this model boron is therefore slow because both routes are expensive. Cheap vacancies do not cause its slowness; they merely fail to relieve it. Vacancy formation would have to fall by a further $kT\ln(1.73\times10^{-25}/2.64\times10^{-28})\approx0.5$ eV before boron's vacancy route caught up with its interstitial route.

## Doping and excess defects

**Fermi level.** Raising the Fermi level by $\mu$ above its intrinsic position changes the energy of a defect of charge $z$ by $z\mu$. Turning a dopant of charge $z_A$ into a mobile species of charge $z_p$ therefore changes the cost by $(z_p-z_A)\mu$. For non-degenerate carriers $n/n_i=e^{\mu/kT}$, so

$$D\propto\left(\frac n{n_i}\right)^{z_A-z_p}.$$

A donor moving as $(DV)^-$ has $z_A-z_p=1-(-1)=2$, so $D\propto n^2$. If boron moves as a neutral interstitial, as assumed here, the exponent is $-1$, so $D\propto n_i/n=p/n_i$.

In the example, a Fermi-level shift of $kT\ln10$ raises the donor diffusivity by 100. With the band edges taken 0.4 eV from the intrinsic level, the carrier density rises by 9.82, whose square is 96; the small difference arises because Fermi–Dirac filling has begun to depart from the exponential law. The gap of germanium at 900 K is only about 0.4 eV in total, so there the same shift brings the Fermi level within about $kT$ of a band edge, the density rises only eight- to ninefold, and the power law in $n/n_i$ is already approximate; the dependence on $\mu$ itself is unchanged. The opposite shift in p-type material raises boron diffusion by 10. A donor in n-type material thus gains more than boron in p-type material, and the contrast between these two cases is ten times wider than in intrinsic material. Within one p-type material the contrast narrows instead, because the donor slows there while boron accelerates.

**Excess self-interstitials.** Each route is proportional to the concentration of its native defect. Let self-interstitials exceed equilibrium by a factor $\sigma$. If recombination with vacancies is fast, mass action reduces the vacancies by the same factor, and

$$D=\sigma D_I+\frac{D_V}{\sigma}.$$

In the example boron accelerates, while the donor is slower than at equilibrium for any excess up to $\sigma=D_V/D_I\approx10^{10}$. The two diffusivities meet when $\sigma D_I^{\rm B}=D_V^{\rm donor}/\sigma$, which gives

$$\sigma=\sqrt{\frac{3.5\times10^{-18}}{1.73\times10^{-25}}}\approx4.5\times10^3 .$$

Boron's low mobility is thus a property of material near equilibrium. It is not guaranteed while implantation damage is releasing self-interstitials.

## What to do about it

**For processing.** Set the thermal budget by the donors. Expect a donor to spread fastest where $n$ is highest, and keep $n$ and the vacancy concentration no higher than the device needs. For boron, as long as it moves by the interstitial route, avoid sources of excess self-interstitials; removing vacancies does not help and, by mass action, can make matters worse.

**For identifying a mechanism.** Inject self-interstitials and observe the sign of the response. Acceleration indicates an interstitial route and retardation a vacancy route, provided that recombination is fast and the excess is small. The formula above gives a change in $D$ of $(\sigma-1)(D_I-D_V/\sigma)$, so a large $\sigma$ can accelerate even a dopant that moves mainly by vacancies in equilibrium.

**For calculations.** Do not rank dopants by binding energy. Compute the exchange saddle and the saddles out to the third neighbour, in the relevant charge states, and compare total $Q$ for both routes. If the saddle between second and third neighbours is the highest, check the longer detours too. Then add entropies before quoting a diffusivity.

The formulas need revision when dopants cluster, when pairs are no longer rare, or when defect concentrations change during the anneal faster than the routes can adjust. The screened Coulomb law is also crude at one bond length, so in a real material the saddles must come from an atomistic calculation. The numerical output below lists the values used here.

## Table of computed values

```
temperature 900 K, kT = 0.07756 eV
bond 2.5 angstrom, permittivity 16, nu 1e+13 1/s
common prefactor 2 d^2 nu/3 = 4.167e-03 cm^2/s
vacancy formation V0, V2-: 2.6, 2.4 eV
isolated vacancy migration: 0.6 eV
self-interstitial formation: 3.5 eV
interstitial dopant hop, kick-in: 1.0, 1.3 eV
interstitial binding donor, boron: 0.0, 0.5 eV
chemical exchange saddle donor, boron: 1.0, 1.9 eV
self-diffusion correlation factor: 0.5002
ring pieces with 2 shells, 3 shells: 4, 1
eigenvalue/formula, vacancy (normal, deeper well): 0.99999, 0.99999
eigenvalue/formula, interstitial: 0.99988, 0.99996
donor-V2- binding at first neighbour: 0.720 eV
donor-V2- saddles exchange, 1-2, 2-3: 0.280, 0.020, 0.192 eV
donor-V2- correlation factor: 0.853
pair formation + pair migration = route energy (saddle rule):
  donor V2-: 1.680 + 1.000 = 2.680 eV; slope 2.665 eV
  donor V0: 2.600 + 1.000 = 3.600 eV; slope 3.598 eV
  boron V0: 2.600 + 1.900 = 4.500 eV; slope 4.500 eV
  boron V2-: 3.120 + 1.900 = 5.020 eV; slope 5.020 eV
  donor I: 3.500 + 1.000 = 4.500 eV; slope 4.512 eV
  boron I: 3.000 + 1.000 = 4.000 eV; slope 4.012 eV
donor D by vacancies: 3.496e-18 cm^2/s
donor D by interstitials: 2.746e-28 cm^2/s
boron D by vacancies: 2.639e-28 cm^2/s
boron D by interstitials: 1.732e-25 cm^2/s
total slopes donor, boron: 2.665, 4.013 eV
D ratio donor/boron: 2.015e+07
entropy difference to cancel it: 16.8 kB
donor V2- D, attraction at first neighbour only: 1.910e-19 cm^2/s
  slowed by factor 18.3, slope 2.978 eV
boron vacancy D with donor's chemical saddle: 2.876e-23 cm^2/s
  relative to its interstitial route: 166.1
boron D, interstitial formation 1 eV lower: 6.891e-20 cm^2/s
  gain over the original boron D: 3.973e+05
half gap 0.4 eV, Fermi level shift 0.1786 eV
carrier density over intrinsic: 9.82
donor D gain in n-type: 100.0
boron D gain in p-type: 9.99
```
